\section*{Melt Depth under a Hot Surface: The One-Phase Stefan Problem, part 2}

A thick solid fills $x>0$ and is everywhere at its melting temperature $T_m$. From $t=0$ its surface $x=0$ is held at $T_s=T_m+\Delta T$, with $\Delta T>0$. At time $t$ the melt occupies $0<x<s(t)$, and the problem is to find the depth $s(t)$ and the temperature $T(x,t)$.

The liquid has constant conductivity $k$, density $\rho$ and specific heat $c$; $L$ is the latent heat per unit mass, and $\mathrm{Ste}=c\,\Delta T/L$ is the Stefan number. Unless a part says otherwise, heat flows along $x$ alone by Fourier conduction, no heat is released inside the material, solid and liquid have the same density, and the front between them is a sharp plane at $T_m$. Units are SI, with depths also given in nm and energies per unit area in J/cm$^2$.

The temperature in the melt obeys
\begin{equation}
\frac{\partial T}{\partial t}=\alpha\frac{\partial^2T}{\partial x^2},\qquad 0<x<s(t),\qquad \alpha=\frac{k}{\rho c},
\label{heat}
\end{equation}
and the energy balance at the front, with no heat flowing into the solid, is
\begin{equation}
\rho L\,\frac{ds}{dt}=-k\left.\frac{\partial T}{\partial x}\right|_{x=s^-}.
\label{stefan}
\end{equation}
With $\eta=x/(2\sqrt{\alpha t})$ and $\mathrm{erf}(z)=\frac{2}{\sqrt\pi}\int_0^z e^{-u^2}du$, the solution is
\begin{equation}
s=2\lambda\sqrt{\alpha t},\qquad
\frac{T-T_m}{\Delta T}=1-\frac{\mathrm{erf}(\eta)}{\mathrm{erf}(\lambda)},\qquad
\lambda e^{\lambda^2}\mathrm{erf}(\lambda)=\frac{\mathrm{Ste}}{\sqrt\pi}.
\label{recap}
\end{equation}
The last equation has exactly one positive root $\lambda$. For small Ste it is
\begin{equation}
\lambda=\sqrt{\frac{\mathrm{Ste}}2}\left(1-\frac{\mathrm{Ste}}6+\dots\right).
\label{small}
\end{equation}
A straight temperature profile in the melt, which neglects the heat that warms the liquid, would give the larger depth $s_{\rm lin}=\sqrt{2k\,\Delta T\,t/(\rho L)}$.

The condition for $\lambda$ was also checked by shooting: the differential equation for the profile was integrated numerically from the front back to the surface, and $\lambda$ was adjusted until the surface temperature was right.

\subsection*{(f) The energy that must be supplied}

Find the heat flux into the surface and the energy $F$ absorbed per unit area up to time $t$. How is $F$ divided between melting the solid and warming the liquid? What limit does $F$ set on the depth if the surface temperature is not held constant?

\textit{Solution.} The surface flux is $q=-k\,\partial T/\partial x$ at $x=0$. The slope of the profile with respect to $\eta$ is $-2/[\sqrt\pi\,\mathrm{erf}(\lambda)]$ there, and $\partial\eta/\partial x=1/(2\sqrt{\alpha t})$, so
\begin{equation}
q(t)=\frac{k\,\Delta T}{\sqrt{\pi\alpha t}\;\mathrm{erf}(\lambda)} .
\label{flux}
\end{equation}
It falls as $t^{-1/2}$, because the same temperature difference is spread over a thickening layer. The integral of $t^{-1/2}$ from 0 to $t$ is $2\sqrt t$, which is $2t$ times the final value $t^{-1/2}$. Hence, with $k=\rho c\,\alpha$,
\begin{equation}
F=\int_0^t q\,dt'=2\,q(t)\,t=\frac{2\rho c\,\Delta T\sqrt{\alpha t}}{\sqrt\pi\;\mathrm{erf}(\lambda)} .
\label{fluence}
\end{equation}

The heat that has gone into warming the liquid is $E_w=\rho c\int_0^s(T-T_m)\,dx$. With $dx=2\sqrt{\alpha t}\,d\eta$ this needs the integral of the error function, which follows by parts:
\begin{equation}
\int_0^\lambda\mathrm{erf}(\eta)\,d\eta=\lambda\,\mathrm{erf}(\lambda)-\frac{2}{\sqrt\pi}\int_0^\lambda\eta e^{-\eta^2}d\eta
=\lambda\,\mathrm{erf}(\lambda)-\frac{1-e^{-\lambda^2}}{\sqrt\pi}.
\end{equation}
Therefore
\begin{align}
E_w&=2\rho c\,\Delta T\sqrt{\alpha t}\left[\lambda-\frac{1}{\mathrm{erf}(\lambda)}\int_0^\lambda\mathrm{erf}(\eta)\,d\eta\right]\nonumber\\
&=2\rho c\,\Delta T\sqrt{\alpha t}\;\frac{1-e^{-\lambda^2}}{\sqrt\pi\;\mathrm{erf}(\lambda)}=F\left(1-e^{-\lambda^2}\right).
\end{align}
The remainder, $Fe^{-\lambda^2}$, must be the latent heat $\rho Ls=2\rho L\lambda\sqrt{\alpha t}$. Writing this equality out and cancelling $2\rho\sqrt{\alpha t}$ gives $L\lambda=c\,\Delta T\,e^{-\lambda^2}/[\sqrt\pi\,\mathrm{erf}(\lambda)]$. This is the condition for $\lambda$ in (\ref{recap}), now obtained from the energy of the whole layer instead of the balance at the front.

For another heating history the energy balance still reads $F=\rho Ls+\rho c\int_0^s(T-T_m)\,dx$, provided that the solid stays at $T_m$. If no part of the melt is colder than $T_m$, the integral is not negative, and
\begin{equation}
s\le\frac{F}{\rho L}.
\label{bound}
\end{equation}

\subsection*{(g) A melt layer in the regime of silicon}

Take rough, rounded values of the size found for silicon: $k=60$ W/(m K), $\rho=2500$ kg/m$^3$, $c=1000$ J/(kg K), $L=1.8\times10^6$ J/kg and $T_m=1690$ K. The surface is held at 1990 K for 100 ns. Find the depth, the front speed and the absorbed energy.

\textit{Solution.} The diffusivity and the Stefan number are
\begin{equation}
\alpha=\frac{60}{2500\times1000}=2.4\times10^{-5}\ \mathrm{m^2/s},\qquad
\mathrm{Ste}=\frac{1000\times300}{1.8\times10^6}=0.1667 .
\end{equation}
The right side of the condition is $\mathrm{Ste}/\sqrt\pi=0.0940$. The small-Ste formula offers a first estimate, $\sqrt{\mathrm{Ste}/2}\,(1-\mathrm{Ste}/6)=0.2807$. The numerical root is $\lambda=0.2811$, which can be checked by substitution:
\begin{equation}
0.2811\times1.0822\times0.3091=0.0940 .
\end{equation}
The estimate is low by 0.2\% of the root. With $\sqrt{\alpha t}=1549$ nm, the depth and the front speed are
\begin{equation}
s=2\times0.2811\times1549\ \mathrm{nm}=871\ \mathrm{nm},\qquad
\frac{ds}{dt}=\frac{s}{2t}=4.4\ \mathrm{m/s}.
\end{equation}
The straight-profile depth is 894 nm. At half depth the temperature is 1837 K, 3 K below the mean of the two end temperatures, so the profile is nearly straight.

The surface flux at 100 ns is 2.12 MW/cm$^2$, and the absorbed energy is $F=2qt=0.424$ J/cm$^2$. Of this, 0.392 J/cm$^2$ melts the solid and 0.032 J/cm$^2$ warms the liquid. The bound (\ref{bound}) for this $F$ is 943 nm.

The same case was also computed by dividing the material into cells 12.5 nm thick and following the energy in each. Heat passes between cells by Fourier conduction, and a cell stays at $T_m$ until it has received its latent heat. Neither the square-root law nor the condition for $\lambda$ enters. This test gave a depth of 871 nm at 100 ns and 436 nm at 25 ns, which is half the depth at a quarter of the time. The absorbed energy was again 0.424 J/cm$^2$.

\subsection*{(h) A solid that starts cold}

Let the solid start at $T_0<T_m$, with conductivity $k_s$, diffusivity $\alpha_s$ and the same density as the liquid. Find the new condition for $\lambda$. Evaluate it for $T_0=300$ K, $k_s=25$ W/(m K) and a specific heat of 1000 J/(kg K) in the solid, which are again rough values. The conductivity of solid silicon falls several-fold between 300 K and $T_m$, and the constant $k_s$ taken here is a value near melting. The surface temperature and the time are kept as in (g).

\textit{Solution.} There is still no length in the data, so $s=2\lambda\sqrt{\alpha t}$ holds with another $\lambda$, and the profile in the melt keeps its form. In the solid the function $\mathrm{erfc}(z)=1-\mathrm{erf}(z)$, with $z=x/(2\sqrt{\alpha_st})$, solves the heat equation and vanishes far from the surface. At the front $z=\lambda\sqrt K$, where $K=\alpha/\alpha_s$. The solid temperature that equals $T_m$ at the front and $T_0$ far away is
\begin{equation}
T=T_0+(T_m-T_0)\,\frac{\mathrm{erfc}\!\left(x/2\sqrt{\alpha_st}\right)}{\mathrm{erfc}(\lambda\sqrt K)},\qquad x>s .
\end{equation}
Heat now leaves the front on its far side, and the latent heat is supplied by the difference between the heat arriving and the heat leaving:
\begin{equation}
\rho L\frac{ds}{dt}=\frac{k\,\Delta T}{\sqrt{\pi\alpha t}}\,\frac{e^{-\lambda^2}}{\mathrm{erf}(\lambda)}
-\frac{k_s(T_m-T_0)}{\sqrt{\pi\alpha_st}}\,\frac{e^{-K\lambda^2}}{\mathrm{erfc}(\lambda\sqrt K)} .
\end{equation}
Insert $ds/dt=\lambda\sqrt{\alpha/t}$ and divide by $k\,\Delta T/\sqrt{\pi\alpha t}$. The left side becomes $\sqrt\pi\,\lambda\rho L\alpha/(k\,\Delta T)=\sqrt\pi\,\lambda/\mathrm{Ste}$, and
\begin{equation}
\frac{e^{-\lambda^2}}{\mathrm{erf}(\lambda)}-R\,\frac{e^{-K\lambda^2}}{\mathrm{erfc}(\lambda\sqrt K)}=\frac{\sqrt\pi\,\lambda}{\mathrm{Ste}},\qquad
R=\frac{k_s}{k}\sqrt K\,\frac{T_m-T_0}{\Delta T}.
\label{cold}
\end{equation}
For $T_0=T_m$ one has $R=0$, and the earlier condition returns. A positive $R$ lowers the left side. The first term on the left falls with $\lambda$ while the right side rises, so the balance is reached at a smaller $\lambda$.

Here $\alpha_s=1.0\times10^{-5}$ m$^2$/s, $K=2.40$ and $R=2.99$. The root is $\lambda=0.1575$, and the depth is $2\times0.1575\times1549\ \mathrm{nm}=488$ nm. This is 44\% less than the 871 nm of the solid that starts at $T_m$. The cell calculation, repeated with a cold solid, also gives 488 nm. This thinner layer costs more energy. Equation (\ref{fluence}) still holds with the new $\lambda$, and $\mathrm{erf}(0.1575)=0.1763$ in place of 0.3091 raises $F$ from 0.424 to 0.74 J/cm$^2$.

\subsection*{(i) A front that needs a driving force}

At a real front, melting at a finite speed $v$ requires a temperature somewhat above $T_m$. Take the superheat to be $bv$ with $b=15$ K/(m/s). This is a rough value of the size reported for the freezing of silicon; the coefficient depends on crystal orientation, and smaller values have been reported for melting. Let the solid again start at $T_m$. Estimate the effect on the depth, using a straight profile in the melt and neglecting the heat that warms the melt and the solid.

\textit{Solution.} In (g) the final speed of 4.36 m/s would need a superheat of 65 K, a noticeable part of the 300 K available. At earlier times the demand is greater, since $v=\lambda\sqrt{\alpha/t}$ grows without limit as $t\to0$. The superheat cannot exceed $\Delta T$, so the speed cannot exceed $\Delta T/b=20$ m/s. The ideal solution breaks this limit for
\begin{equation}
t<\alpha\left(\frac{\lambda b}{\Delta T}\right)^2=4.7\ \mathrm{ns}.
\end{equation}

With superheat, the temperature drop across the melt is $\Delta T-bv$. The front balance is $\rho Lv=k(\Delta T-bv)/s$. Multiplying by $s$ and collecting the terms in $v$ gives
\begin{equation}
(\rho Ls+kb)\,\frac{ds}{dt}=k\,\Delta T .
\end{equation}
Integrate from $s=0$ at $t=0$ and divide by $\rho L$. With $\ell=kb/(\rho L)$,
\begin{equation}
\frac{s^2}2+\ell s=\frac{k\,\Delta T}{\rho L}\,t=\frac{s_{\rm lin}^2}{2},\qquad
s=-\ell+\sqrt{\ell^2+s_{\rm lin}^2},
\label{kin}
\end{equation}
where the positive root was taken. Here $\ell=200$ nm and $s_{\rm lin}=894$ nm, so $s\approx717$ nm, 20\% below the straight-profile depth. When $s_{\rm lin}\gg\ell$ the loss of depth tends to the constant $\ell$, so within this estimate its relative importance fades as the melt thickens.

\subsection*{(j) Heating history, density and conductivity}

Return to a solid at $T_m$ and a front at $T_m$. How does the depth in (g) change if the same energy arrives at a constant rate, if the solid has the lower density $\rho_s=2300$ kg/m$^3$ (a rough value), or if the conductivity of the liquid is 20\% higher?

\textit{Solution.} For the first change, $F=0.424$ J/cm$^2$ is delivered at a constant flux over 100 ns. The cell calculation then gives a depth of 827 nm, 5\% less than with the fixed surface temperature. The surface ends 523 K above $T_m$ instead of 300 K. The energy balance accounts for the lost depth. The gap between the bound $F/(\rho L)=943$ nm and the actual depth measures the heat held in the warm liquid. It is 116 nm here and 72 nm in (g), so the liquid holds about 1.6 times as much heat.

For the second change, let $\rho$ be the density of the liquid and measure $x$ from its free surface. A liquid layer of constant density moves as a rigid body in one dimension. In a frame that moves with it, the heat equation has no flow term. The mass melted per unit area in $dt$ is $\rho\,ds$, where $s$ is the thickness of the liquid. Both equations of the problem are therefore unchanged, if the small kinetic energy of the motion is neglected, and $s$ is still 871 nm. The thickness of solid consumed follows from conservation of mass:
\begin{equation}
s\,\frac{\rho}{\rho_s}=871\ \mathrm{nm}\times\frac{2500}{2300}=947\ \mathrm{nm}.
\end{equation}
It exceeds the liquid thickness by 9\%, and the surface sinks by the difference of 76 nm.

For the third change, Ste does not contain $k$. At fixed $\Delta T$, $t$, $\rho$, $c$ and $L$, the depth varies as $\sqrt k$. A conductivity 20\% higher raises it by 10\%, to 954 nm.

\subsection*{(k) Comparison with pulsed melting of silicon}

Which assumption is furthest from the real process, and what does the result of (g) stand for?

\textit{Solution.} Silicon can be melted by laser pulses that last from some nanoseconds to some hundreds of nanoseconds, and 100 ns lies within this range. The material values are rough, and the overheat of 300 K is a choice. A wafer normally starts far below its melting point, often near room temperature, and among the effects estimated here this cold start changes the depth most. At the same surface temperature and time it lowers the depth from 871 to 488 nm, if the conductivity of the solid is taken as constant at the value in (h). That comparison grants the cold solid 0.74 instead of 0.424 J/cm$^2$; at equal absorbed energy the depth would fall much further. For $b=15$ K/(m/s) front kinetics come next, with an estimated loss of 20\% for a solid at $T_m$. This figure and its rank depend on $b$: with $b=6$ K/(m/s), equation (\ref{kin}) gives $\ell=80$ nm and a loss of 8.5\%. The two reductions were found separately. In a cold solid the front is slower, 2.4 m/s at 100 ns, and needs less superheat, so the 20\% should not be carried over to that case. A real pulse also does not hold the surface at a fixed temperature, and $F$ is the absorbed energy, which is less than the incident energy because part of the light is reflected. The 871 nm is thus the depth for the idealized problem, and it should not be read as a prediction for a cold wafer. The numerical output below lists the values used here.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough, silicon-like)
liquid conductivity         60 W/(m K)
liquid density              2500 kg/m3
liquid specific heat        1000 J/(kg K)
latent heat                 1.80e+06 J/kg
melting temperature         1690 K
surface temperature         1990 K
time                        100 ns
MELT DEPTH
liquid diffusivity          2.400e-05 m2/s
Stefan number               0.16667
Ste/sqrt(pi)                0.09403
lambda                      0.28113
exp(lambda^2)               1.08224
erf(lambda)                 0.30906
sqrt(Ste/2)                 0.28868
sqrt(Ste/2)(1-Ste/6)        0.28066
sqrt(alpha t)               1549.2 nm
melt depth                  871.1 nm
linear-profile depth        894.4 nm
front speed at end          4.355 m/s
temperature at half depth   1837.0 K
ENERGY
surface flux at end         2.121 MW/cm2
absorbed fluence            0.4242 J/cm2
latent part                 0.3920 J/cm2
sensible part               0.0322 J/cm2
depth bound F/(rho L)       942.7 nm
INDEPENDENT CHECKS
largest shooting deviation  6.2e-12 (relative)
small-Ste error ratio       3.987 (Ste doubled)
simulated depth             871.0 nm
simulated depth at t/4      435.6 nm
simulated fluence           0.4242 J/cm2
NEGLECTED EFFECTS
solid k, c (rough)          25 W/(m K), 1000 J/(kg K)
cold solid: start           300 K
cold solid: K, R            2.400, 2.991
cold solid: lambda          0.15749
cold solid: depth           488.0 nm
cold solid: simulated       487.6 nm
cold solid: depth change    -44.0 %
kinetics: superheat/speed   15 K/(m/s) (rough)
kinetics: superheat at end  65.3 K
kinetics: length k b/(rho L) 200.0 nm
kinetics: depth estimate    716.5 nm
kinetics: vs linear profile -19.9 %
kinetics: model fails below 4.74 ns
constant flux: depth        827.1 nm
constant flux: overheat end 523 K
solid density (rough)       2300 kg/m3
consumed solid thickness    946.8 nm
depth, conductivity +20 %   954.2 nm
\end{verbatim}
